# Mean Number of Surface Collisions in a Closed-Bottom Circular Hole: verification in Python

```python
# Result under test: non-sticking molecules that enter a closed-bottom circular
# hole from an isotropic gas make on average 4*a + 1 surface collisions before
# escaping, where a = depth/diameter (41 for a = 10). Surfaces re-emit by the
# cosine law and there are no gas-phase collisions.
# In the simulation the diameter is 1, the mouth is at z = 0, the floor at z = a.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

rng = np.random.default_rng(20)
RADIUS = 0.5


def cosine_angles(count):
    """Components (normal, tangent 1, tangent 2) of cosine-law directions."""
    sin2 = rng.random(count)
    azimuth = 2 * np.pi * rng.random(count)
    sine = np.sqrt(sin2)
    return np.sqrt(1 - sin2), sine * np.cos(azimuth), sine * np.sin(azimuth)


def wall_emission(x, y):
    """Cosine-law directions about the inward normal of the side wall."""
    normal, around, axial = cosine_angles(x.size)
    nx, ny = -x / RADIUS, -y / RADIUS
    return normal * nx - around * ny, normal * ny + around * nx, axial


def fly(x, y, z, u, v, w, depth):
    """Straight flight to the next boundary: new point, escaped, floor, length."""
    a = np.maximum(u * u + v * v, 1e-300)
    b = x * u + y * v
    c = x * x + y * y - RADIUS**2
    length = (-b + np.sqrt(np.maximum(b * b - a * c, 0))) / a
    z_wall = z + w * length
    escaped = z_wall <= 0
    floor = z_wall >= depth
    length[escaped] = -z[escaped] / w[escaped]
    length[floor] = (depth - z[floor]) / w[floor]
    return (x + u * length, y + v * length, z + w * length,
            escaped, floor, length)


def simulate(depth, count, beam=False, reaction=0.0):
    """Follow each entrant until escape; tally hits without removing molecules."""
    r = RADIUS * np.sqrt(rng.random(count))
    angle = 2 * np.pi * rng.random(count)
    x, y, z = r * np.cos(angle), r * np.sin(angle), np.zeros(count)
    if beam:
        u, v, w = np.zeros(count), np.zeros(count), np.ones(count)
    else:
        w, u, v = cosine_angles(count)
    ids = np.arange(count)
    wall_hits, floor_hits = np.zeros(count), np.zeros(count)
    path, floor_loss = np.zeros(count), np.zeros(count)
    depth_bins = np.zeros(10)
    earlier_hits = 0
    while ids.size:
        x, y, z, escaped, floor, length = fly(x, y, z, u, v, w, depth)
        path[ids] += length
        floor_hits[ids[floor]] += 1
        # part of this floor flux that earlier reactions would have removed
        floor_loss[ids[floor]] += 1 - (1 - reaction)**earlier_hits
        on_wall = ~(escaped | floor)
        wall_hits[ids[on_wall]] += 1
        depth_bins += np.histogram(z[on_wall], bins=10, range=(0, depth))[0]
        keep = ~escaped
        x, y, z, ids, floor = x[keep], y[keep], z[keep], ids[keep], floor[keep]
        side = ~floor
        scale = RADIUS / np.hypot(x[side], y[side])
        x[side] *= scale
        y[side] *= scale
        u, v, w = np.empty(ids.size), np.empty(ids.size), np.empty(ids.size)
        u[side], v[side], w[side] = wall_emission(x[side], y[side])
        up, t1, t2 = cosine_angles(int(floor.sum()))
        u[floor], v[floor], w[floor] = t1, t2, -up
        earlier_hits += 1
    return wall_hits, floor_hits, path, floor_loss, depth_bins / count


def standard_error(sample):
    return sample.std(ddof=1) / np.sqrt(sample.size)


def mean_hits(aspect):
    return 4 * aspect + 1


def wall_escape(depth):
    """Chance that a molecule leaving the wall at this depth escapes directly."""
    def integrand(psi):
        beta = np.arctan(np.cos(psi) / depth)
        return np.cos(psi) * (beta - np.sin(beta) * np.cos(beta)) / 2
    return quad(integrand, -np.pi / 2, np.pi / 2, epsabs=1e-13)[0] / np.pi


# Example inputs (SI); the last three are rough typical values
diameter, hole_depth = 100e-9, 1000e-9
temperature, pressure_torr = 900.0, 0.3
silane_mass_u = 28.09 + 4 * 1.008
reaction_probability = 1e-5
collision_diameter = 0.5e-9
solid_density = 5.0e28
aspect = hole_depth / diameter
predicted = mean_hits(aspect)

# Main simulation against the area-ratio result
wall, floor, path, loss, bins = simulate(aspect, 400000,
                                         reaction=reaction_probability)
hits = wall + floor
assert abs(hits.mean() - predicted) < 4 * standard_error(hits)
assert abs(wall.mean() - 4 * aspect) < 4 * standard_error(wall)
assert abs(floor.mean() - 1) < 4 * standard_error(floor)
assert abs(path.mean() - 4 * aspect) < 4 * standard_error(path)
# uniform hit density: each tenth of the wall gets a tenth of the wall hits;
# 5 percent covers the sampling noise of the deepest tenth
assert np.all(np.abs(bins / (0.4 * aspect) - 1) < 0.05)

# Second aspect ratio
wall2, floor2, _, _, _ = simulate(2.0, 200000)
hits2 = wall2 + floor2
assert abs(hits2.mean() - mean_hits(2.0)) < 4 * standard_error(hits2)

# Vertical beam: the isotropic-entry condition matters
wall_b, floor_b, _, _, _ = simulate(aspect, 20000, beam=True)
hits_b = wall_b + floor_b
assert hits_b.mean() - predicted > 10 * standard_error(hits_b)

# Direct-escape integral against sampled flights from the wall at depth 1
n_ray = 400000
x0, y0, z0 = np.full(n_ray, RADIUS), np.zeros(n_ray), np.ones(n_ray)
u0, v0, w0 = wall_emission(x0, y0)
sampled_escape = fly(x0, y0, z0, u0, v0, w0, aspect)[3].mean()
escape_one = wall_escape(1.0)
escape_error = np.sqrt(escape_one * (1 - escape_one) / n_ray)
assert abs(sampled_escape - escape_one) < 4 * escape_error
escape_deep = wall_escape(aspect)
escape_floor_bound = 0.25 * aspect**2 / (aspect**2 + 1)**2
assert 0 < escape_deep < escape_floor_bound

# Mirror walls and floor: count crossings along the unfolded transverse path
n_mirror = 2000000
r = RADIUS * np.sqrt(rng.random(n_mirror))
relative_angle = 2 * np.pi * rng.random(n_mirror)
along, offset = r * np.cos(relative_angle), r * np.sin(relative_angle)
half_chord = np.sqrt(RADIUS**2 - offset**2)
sin2 = rng.random(n_mirror)
transverse = 2 * aspect * np.sqrt(sin2 / (1 - sin2))
mirror_wall = np.floor((transverse - (half_chord - along))
                       / (2 * half_chord)) + 1
mirror_mean = np.maximum(mirror_wall, 0).mean() + 1
# grazing flights give a heavy tail, hence a fixed 2 percent tolerance
assert abs(mirror_mean / predicted - 1) < 0.02

# Worked example
kT = const.k * temperature
mass = silane_mass_u * const.atomic_mass
pressure = pressure_torr * const.torr
mean_speed = np.sqrt(8 * kT / (np.pi * mass))
flux = pressure / np.sqrt(2 * np.pi * mass * kT)
mouth_area = np.pi * diameter**2 / 4
entry_rate = flux * mouth_area
stay_time = 4 * hole_depth / mean_speed
molecules_inside = pressure / kT * mouth_area * hole_depth
assert abs(entry_rate * stay_time / molecules_inside - 1) < 1e-9
free_path = kT / (np.sqrt(2) * np.pi * collision_diameter**2 * pressure)
gas_collisions = 4 * hole_depth / free_path
growth_rate = reaction_probability * flux / solid_density


def consumed(probability):
    return np.mean(-np.expm1(hits * np.log1p(-probability)))


high_probability = 1e-2
assert abs(consumed(reaction_probability)
           / (predicted * reaction_probability) - 1) < 0.03
assert consumed(high_probability) < 0.9 * predicted * high_probability
film = 10e-9
narrow_aspect = hole_depth / (diameter - 2 * film)
film_ten_percent = (diameter - 4 * hole_depth / (1.1 * predicted - 1)) / 2
assert gas_collisions < 0.1

reached = floor > 0
print(f"hole diameter: {diameter*1e9:.0f} nm; depth: {hole_depth*1e9:.0f} nm")
print(f"aspect ratio: {aspect:.1f}")
print(f"predicted mean hits per entrant: {predicted:.1f}")
print(f"simulated entrants: {hits.size}")
print(f"simulated mean hits: {hits.mean():.2f}")
print(f"  standard error: {standard_error(hits):.2f}")
print(f"simulated mean wall hits: {wall.mean():.2f}")
print(f"simulated mean floor hits: {floor.mean():.3f}")
print(f"  standard error: {standard_error(floor):.3f}")
print(f"wall hits in top tenth, per entrant: {bins[0]:.2f}")
print(f"wall hits in bottom tenth, per entrant: {bins[-1]:.2f}")
print(f"median hits: {np.median(hits):.0f}")
print(f"entrants with more hits than the mean: "
      f"{100*np.mean(hits > predicted):.1f} %")
print(f"entrants that ever reach the floor: {100*reached.mean():.1f} %")
print(f"floor hits per entrant that reaches it: {floor[reached].mean():.1f}")
print(f"simulated mean path: {path.mean():.2f} diameters")
print(f"aspect ratio 2, predicted hits: {mean_hits(2.0):.1f}")
print(f"aspect ratio 2, simulated hits: {hits2.mean():.2f}")
print(f"vertical beam, simulated mean hits: {hits_b.mean():.0f}")
print(f"  standard error: {standard_error(hits_b):.1f}")
print(f"mirror surfaces, simulated mean hits: {mirror_mean:.1f}")
print(f"direct escape from wall, depth 1 diameter: {escape_one:.4f}")
print(f"  same, sampled: {sampled_escape:.4f}")
print(f"direct escape from wall at the bottom: {escape_deep:.2e}")
print(f"lower bound of direct escape from floor: {escape_floor_bound:.2e}")
print(f"temperature: {temperature:.0f} K; pressure: {pressure_torr:.1f} Torr")
print(f"silane molecular mass: {silane_mass_u:.2f} u")
print(f"mean speed: {mean_speed:.0f} m/s")
print(f"flux on any surface: {flux*1e-4:.2e} cm^-2 s^-1")
print(f"entry rate into the hole: {entry_rate:.2e} s^-1")
print(f"surface hit rate in the hole: {predicted*entry_rate:.2e} s^-1")
print(f"mean path per visit: {4*hole_depth*1e9:.0f} nm")
print(f"mean stay in flight: {stay_time*1e9:.2f} ns")
print(f"mean number of molecules inside: {molecules_inside:.1f}")
print(f"collision diameter (rough): {collision_diameter*1e9:.1f} nm")
print(f"gas mean free path: {free_path*1e6:.0f} um")
print(f"gas-phase collisions per visit: {gas_collisions:.4f}")
print(f"reaction probability per hit (rough): {reaction_probability:.0e}")
print(f"solid atomic density (rough): {solid_density*1e-6:.1e} cm^-3")
print(f"growth rate: {growth_rate*1e9*60:.1f} nm/min")
print(f"entrants consumed: {100*consumed(reaction_probability):.3f} %")
print(f"floor flux shortfall: {100*loss.mean():.2f} %")
print(f"  standard error: {100*standard_error(loss):.3f} %")
print(f"larger reaction probability: {high_probability:.0e}")
print(f"  linear estimate consumed: {100*predicted*high_probability:.1f} %")
print(f"  simulated consumed: {100*consumed(high_probability):.1f} %")
print(f"film thickness for narrowing: {film*1e9:.0f} nm")
print(f"  aspect ratio then: {narrow_aspect:.1f}")
print(f"  mean hits then: {mean_hits(narrow_aspect):.1f}")
print(f"film that raises mean hits by 10 %: {film_ten_percent*1e9:.1f} nm")
print(f"  time to grow it: {film_ten_percent/growth_rate:.0f} s")
print("checks complete")
```

It prints:

```
hole diameter: 100 nm; depth: 1000 nm
aspect ratio: 10.0
predicted mean hits per entrant: 41.0
simulated entrants: 400000
simulated mean hits: 40.97
  standard error: 0.16
simulated mean wall hits: 39.97
simulated mean floor hits: 1.002
  standard error: 0.006
wall hits in top tenth, per entrant: 3.98
wall hits in bottom tenth, per entrant: 4.01
median hits: 5
entrants with more hits than the mean: 19.1 %
entrants that ever reach the floor: 10.9 %
floor hits per entrant that reaches it: 9.2
simulated mean path: 39.97 diameters
aspect ratio 2, predicted hits: 9.0
aspect ratio 2, simulated hits: 8.99
vertical beam, simulated mean hits: 193
  standard error: 1.2
mirror surfaces, simulated mean hits: 41.0
direct escape from wall, depth 1 diameter: 0.0607
  same, sampled: 0.0602
direct escape from wall at the bottom: 1.24e-04
lower bound of direct escape from floor: 2.45e-03
temperature: 900 K; pressure: 0.3 Torr
silane molecular mass: 32.12 u
mean speed: 770 m/s
flux on any surface: 6.20e+19 cm^-2 s^-1
entry rate into the hole: 4.87e+09 s^-1
surface hit rate in the hole: 2.00e+11 s^-1
mean path per visit: 4000 nm
mean stay in flight: 5.19 ns
mean number of molecules inside: 25.3
collision diameter (rough): 0.5 nm
gas mean free path: 280 um
gas-phase collisions per visit: 0.0143
reaction probability per hit (rough): 1e-05
solid atomic density (rough): 5.0e+22 cm^-3
growth rate: 7.4 nm/min
entrants consumed: 0.041 %
floor flux shortfall: 0.19 %
  standard error: 0.002 %
larger reaction probability: 1e-02
  linear estimate consumed: 41.0 %
  simulated consumed: 18.8 %
film thickness for narrowing: 10 nm
  aspect ratio then: 12.5
  mean hits then: 51.0
film that raises mean hits by 10 %: 4.6 nm
  time to grow it: 38 s
checks complete
```
